# Core Polarization in the Hyperfine Constant of Lithium-7: verification in Python

```python
"""Core polarization in the 7Li ground state.
Result under test: A = (2/3) mu0 g_e mu_B g_N mu_N rho_s(0)/h, with
rho_s = n_alpha - n_beta, is about 289 MHz in restricted open-shell HF (ROHF)
and about 390 MHz in unrestricted HF (UHF). Most of the difference is the
exchange polarization of 1s, isolated by freezing the ROHF 2s orbital.
All orbitals are s functions; atomic units are used inside the calculation.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.linalg import eigh, null_space
from scipy.special import eval_genlaguerre
from pyscf import gto, scf as pyscf_scf

Z = 3
G_NUCLEUS = 2.171       # input: nuclear g factor of 7Li
A_MEASURED = 402.0      # rough measured value, MHz, for comparison only

bohr = const.physical_constants["Bohr radius"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
g_p = const.physical_constants["proton g factor"][0]
per_g = 2 / 3 * const.mu_0 * g_e * mu_b * mu_n / (const.h * bohr**3) / 1e6
factor = per_g * G_NUCLEUS


class LaguerreAtom:
    """s orbitals u(r)/(r sqrt(4 pi)) in orthonormal Laguerre functions u_n."""

    def __init__(self, size, zeta, r_max=60.0, elements=50, order=12):
        # Gauss points in elements that are narrow near the nucleus.
        x, wx = legendre.leggauss(order)
        edges = r_max * (np.arange(elements + 1) / elements)**2
        half = 0.5 * np.diff(edges)
        r = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
        weight = (half[:, None] * wx).ravel()
        # Matrix that integrates from the left edge of an element to a node.
        primitive = np.array([legendre.legval(x, legendre.legint(e, lbnd=-1))
                              for e in np.eye(order)]).T
        partial = primitive @ np.linalg.inv(legendre.legvander(x, order - 1))

        n = np.arange(size)
        norm = np.sqrt((2 * zeta)**3 / ((n + 1) * (n + 2)))
        decay = np.exp(-zeta * r)
        u, du = np.zeros((2, len(r), size))
        for k in n:
            lag = eval_genlaguerre(k, 2, 2 * zeta * r)
            slope = 0 * r
            if k > 0:
                slope = -2 * zeta * eval_genlaguerre(k - 1, 3, 2 * zeta * r)
            u[:, k] = norm[k] * r * decay * lag
            du[:, k] = norm[k] * decay * ((1 - zeta * r) * lag + r * slope)
        self.origin = norm * (n + 1) * (n + 2) / 2 / np.sqrt(4 * np.pi)
        overlap = u.T @ (weight[:, None] * u)
        assert np.max(np.abs(overlap - np.eye(size))) < 1e-8
        self.t = 0.5 * du.T @ (weight[:, None] * du)
        self.h = self.t - Z * u.T @ ((weight / r)[:, None] * u)
        self.r = u.T @ ((weight * r)[:, None] * u)

        # Charge inside radius s for every product of two functions.
        pair = (u[:, :, None] * u[:, None, :]).reshape(elements, order, -1)
        inside = half[:, None, None] * np.einsum("ij,ejp->eip", partial, pair)
        whole = half[:, None] * np.einsum("j,ejp->ep", wx, pair)
        before = np.cumsum(whole, axis=0) - whole
        charge = (inside + before[:, None, :]).reshape(len(r), -1)
        rep = charge.T @ ((weight / r**2)[:, None] * charge)
        unit = np.eye(size).ravel()
        rep += np.outer(unit, unit) / r_max     # region beyond r_max
        self.g = rep.reshape(size, size, size, size)
        # The first function is a 1s exponential with self-repulsion 5 zeta/8.
        assert abs(self.g[0, 0, 0, 0] - 5 * zeta / 8) < 1e-8
        self.coulomb_matrix = rep
        self.exchange_matrix = np.ascontiguousarray(
            self.g.transpose(0, 3, 1, 2)).reshape(size**2, size**2)

    def coulomb(self, d):
        return (self.coulomb_matrix @ d.ravel()).reshape(d.shape)

    def exchange(self, d):
        k = (self.exchange_matrix @ d.ravel()).reshape(d.shape)
        return 0.5 * (k + k.T)

    def fock(self, a, b):
        da, db = a @ a.T, b @ b.T
        j = self.coulomb(da + db)
        common = self.h + 0.5 * (j + j.T)
        return common - self.exchange(da), common - self.exchange(db)

    def energy(self, a, b):
        fa, fb = self.fock(a, b)
        return 0.5 * (np.trace(a.T @ (self.h + fa) @ a)
                      + np.trace(b.T @ (self.h + fb) @ b))

    def spin_density(self, a, b):
        return np.sum((self.origin @ a)**2) - np.sum((self.origin @ b)**2)

    def solve(self, mode, valence=None):
        """Return alpha orbitals (1s, 2s) and the beta orbital (1s)."""
        c = eigh(self.h)[1]
        a, b = c[:, :2], c[:, :1]
        one = np.eye(len(self.h))
        if mode == "frozen":
            w = null_space(valence[None, :])
        mixed = None
        for _ in range(600):
            old = np.array([a @ a.T, b @ b.T])
            fa, fb = self.fock(a, b)
            if mode == "rohf":
                pc, pv = old[1], one - old[0]
                po = old[0] - old[1]
                fc = 0.5 * (fa + fb)
                link = pc @ (fb - fc) @ po + po @ (fa - fc) @ pv
                r = fc + link + link.T + 0.5 * pv   # shift of virtual levels
                new = np.array([r, r])
            else:
                new = np.array([fa, fb])
            mixed = new if mixed is None else 0.5 * (mixed + new)
            if mode == "frozen":
                ca = w @ eigh(w.T @ mixed[0] @ w)[1][:, 0]
                cb = w @ eigh(w.T @ mixed[1] @ w)[1][:, 0]
                a, b = np.column_stack([ca, valence]), cb[:, None]
            else:
                a = eigh(mixed[0])[1][:, :2]
                b = eigh(mixed[1])[1][:, :1]
            change = np.max(np.abs(np.array([a @ a.T, b @ b.T]) - old))
            if change < 1e-11:
                break
        assert change < 1e-8, (mode, change)
        return a, b


# Prefactor check on hydrogen: its hyperfine constant is roughly 1400 MHz.
A_hydrogen = per_g * g_p / np.pi
assert abs(A_hydrogen / 1400 - 1) < 0.03

atom = LaguerreAtom(22, 2.0)
ra, rb = atom.solve("rohf")
valence = ra[:, 1]
fa, fb = atom.solve("frozen", valence)
ua, ub = atom.solve("uhf")
E = [atom.energy(*x) for x in ((ra, rb), (fa, fb), (ua, ub))]
rho = [atom.spin_density(*x) for x in ((ra, rb), (fa, fb), (ua, ub))]
A = factor * np.array(rho)
core = A[1] - A[0]
total_shift = A[2] - A[0]
relaxation = A[2] - A[1]

assert E[0] > E[1] > E[2]
assert abs(A[0] - 289) < 2 and abs(A[2] - 390) < 2
assert 0.8 < core / total_shift < 1.2

# The virial theorem tests the basis and its integrals.
T = np.trace(ua.T @ atom.t @ ua) + np.trace(ub.T @ atom.t @ ub)
virial = -(E[2] - T) / T
assert abs(virial - 2) < 1e-4

# Stationary conditions and the exchange drive at the ROHF point.
Fa, Fb = atom.fock(ra, rb)
w = null_space(valence[None, :])
eps, cw = eigh(w.T @ (0.5 * (Fa + Fb)) @ w)
orb = w @ cw
one_s, virt = orb[:, 0], orb[:, 1:]
assert abs(abs(one_s @ rb[:, 0]) - 1) < 1e-7
assert abs(valence @ Fb @ one_s) < 1e-6
assert np.max(np.abs(virt.T @ Fa @ valence)) < 1e-5
K = atom.exchange(np.outer(valence, valence))
drive = 0.5 * virt.T @ K @ one_s
assert np.max(np.abs(virt.T @ Fa @ one_s + drive)) < 1e-5
assert np.max(np.abs(virt.T @ Fb @ one_s - drive)) < 1e-5

# Linear response of 1s to the exchange drive, against the full SCF result.
gap = eps[1:] - eps[0]
v1w1 = np.einsum("pqrs,pv,q,rw,s->vw", atom.g, virt, one_s, virt, one_s,
                 optimize=True)
vw11 = np.einsum("pqrs,pv,qw,r,s->vw", atom.g, virt, virt, one_s, one_s,
                 optimize=True)
coef = np.linalg.solve(np.diag(gap) - v1w1 - vw11, drive)
at_zero = 4 * (atom.origin @ one_s) * (atom.origin @ virt)
core_linear = factor * at_zero @ coef
core_uncoupled = factor * at_zero @ (drive / gap)
assert abs(core_linear / core - 1) < 0.01

# Two orbital splits of the same UHF spin density.
b0 = (atom.origin @ ub[:, 0])**2
canon_core = factor * ((atom.origin @ ua[:, 0])**2 - b0)
canon_val = factor * (atom.origin @ ua[:, 1])**2
overlap = ua.T @ ub[:, 0]
S2 = 0.75 + 1 - overlap @ overlap
t = overlap / np.linalg.norm(overlap)
pair_core = factor * ((atom.origin @ (ua @ t))**2 - b0)
pair_val = factor * (atom.origin @ (ua @ np.array([-t[1], t[0]])))**2
assert abs(pair_core / core - 1) < 0.15

# Smaller Laguerre basis with another exponent.
small = LaguerreAtom(16, 1.7)
A_small = [factor * small.spin_density(*small.solve(m))
           for m in ("rohf", "uhf")]
assert max(abs(A_small[0] - A[0]), abs(A_small[1] - A[2])) < 1.0

# Independent Gaussian calculation. The tolerance allows for the missing cusp.
shells = [[0, [float(0.015 * 2.0**k), 1.0]] for k in range(32)]
mol = gto.M(atom="Li 0 0 0", basis={"Li": shells}, spin=1, verbose=0)
phi = mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
gauss_A, gauss_E, start = [], [], None
for method in (pyscf_scf.ROHF, pyscf_scf.UHF):
    mf = method(mol)
    mf.init_guess = "1e"
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    gauss_E.append(mf.kernel(dm0=start))
    assert mf.converged
    start = np.array(mf.make_rdm1())
    gauss_A.append(factor * phi @ (start[0] - start[1]) @ phi)
assert max(abs(gauss_A[0] - A[0]), abs(gauss_A[1] - A[2])) < 1.0
assert max(abs(gauss_E[0] - E[0]), abs(gauss_E[1] - E[2])) < 5e-5

print(f"Input nuclear g factor of 7Li: {G_NUCLEUS:.3f}")
print(f"Prefactor A/rho_s(0): {factor:.2f} MHz a0^3")
print(f"Hydrogen check, A: {A_hydrogen:.1f} MHz")
for name, e, d, value in zip(("ROHF", "frozen 2s", "UHF"), E, rho, A):
    print(f"{name}: energy {e:.6f} hartree")
    print(f"{name}: rho_s(0) {d:.5f} a0^-3, A {value:.2f} MHz")
print(f"Energy lowering ROHF to frozen 2s: {(E[0]-E[1])*1e6:.2f} microhartree")
print(f"Energy lowering ROHF to UHF: {(E[0]-E[2])*1e6:.2f} microhartree")
print(f"Total shift UHF - ROHF: {total_shift:.2f} MHz")
print(f"Isolated 1s polarization: {core:.2f} MHz")
print(f"1s share of total shift: {100*core/total_shift:.2f} percent")
print(f"1s share of UHF A: {100*core/A[2]:.2f} percent")
print(f"Remaining relaxation and mixing: {relaxation:.2f} MHz")
print(f"1s polarization, linear response: {core_linear:.2f} MHz")
print(f"1s polarization, uncoupled: {core_uncoupled:.2f} MHz")
print(f"ROHF 1s density at nucleus: {(atom.origin@one_s)**2:.5f} a0^-3")
for name, orbital in (("alpha", fa[:, 0]), ("beta", fb[:, 0])):
    print(f"Frozen 2s, 1s {name}: density at nucleus "
          f"{(atom.origin@orbital)**2:.5f} a0^-3")
    print(f"Frozen 2s, 1s {name}: mean radius "
          f"{orbital@atom.r@orbital:.6f} a0")
print(f"UHF canonical split: 1s {canon_core:.2f}, 2s {canon_val:.2f} MHz")
print(f"UHF paired split: 1s {pair_core:.2f}, 2s {pair_val:.2f} MHz")
print(f"UHF <S^2>: {S2:.7f} (pure doublet 0.75)")
print(f"UHF virial ratio -V/T: {virial:.7f}")
print(f"Small basis A: ROHF {A_small[0]:.2f}, UHF {A_small[1]:.2f} MHz")
print(f"Gaussian A: ROHF {gauss_A[0]:.2f}, UHF {gauss_A[1]:.2f} MHz")
print(f"Gaussian energy: ROHF {gauss_E[0]:.6f}, UHF {gauss_E[1]:.6f} hartree")
print(f"Measured A, rough input: {A_MEASURED:.0f} MHz")
print(f"Measured minus ROHF: {A_MEASURED-A[0]:.0f} MHz")
print(f"Measured minus UHF: {A_MEASURED-A[2]:.0f} MHz")
print("verified")
```

Running it gives:

```
Input nuclear g factor of 7Li: 2.171
Prefactor A/rho_s(0): 1737.32 MHz a0^3
Hydrogen check, A: 1422.8 MHz
ROHF: energy -7.432727 hartree
ROHF: rho_s(0) 0.16659 a0^-3, A 289.42 MHz
frozen 2s: energy -7.432751 hartree
frozen 2s: rho_s(0) 0.22366 a0^-3, A 388.56 MHz
UHF: energy -7.432751 hartree
UHF: rho_s(0) 0.22469 a0^-3, A 390.36 MHz
Energy lowering ROHF to frozen 2s: 23.87 microhartree
Energy lowering ROHF to UHF: 23.99 microhartree
Total shift UHF - ROHF: 100.94 MHz
Isolated 1s polarization: 99.14 MHz
1s share of total shift: 98.22 percent
1s share of UHF A: 25.40 percent
Remaining relaxation and mixing: 1.80 MHz
1s polarization, linear response: 99.14 MHz
1s polarization, uncoupled: 67.94 MHz
ROHF 1s density at nucleus: 6.82439 a0^-3
Frozen 2s, 1s alpha: density at nucleus 6.85296 a0^-3
Frozen 2s, 1s alpha: mean radius 0.571880 a0
Frozen 2s, 1s beta: density at nucleus 6.79590 a0^-3
Frozen 2s, 1s beta: mean radius 0.574370 a0
UHF canonical split: 1s 105.79, 2s 284.58 MHz
UHF paired split: 1s 99.62, 2s 290.74 MHz
UHF <S^2>: 0.7500157 (pure doublet 0.75)
UHF virial ratio -V/T: 2.0000000
Small basis A: ROHF 289.63, UHF 390.45 MHz
Gaussian A: ROHF 289.30, UHF 390.23 MHz
Gaussian energy: ROHF -7.432727, UHF -7.432751 hartree
Measured A, rough input: 402 MHz
Measured minus ROHF: 113 MHz
Measured minus UHF: 12 MHz
verified
```
